# Franz Dispersion and the Fowler-Nordheim Exponent of an Oxide Barrier: test program

```python
"""
Result under test: for a triangular barrier, the Franz dispersion
    hbar^2 kappa^2 / 2m = E (1 - E/Eg)
lowers the Fowler-Nordheim exponent G = 2 * integral(kappa dx) below that
of the parabolic law hbar^2 kappa^2 / 2m = E with the same band-edge mass m,
by the factor (u = phi/Eg, a = arcsin(sqrt(u)))
    R(u) = 1.5 u^(-3/2) [a/4 - sin(4a)/16],
which is about 0.89 for phi = 3.1 eV and Eg = 9 eV.
E: depth below the local conduction edge (eV); phi: barrier (eV);
Eg: gap (eV); F: force on the electron (eV/nm); kappa: decay rate (1/nm).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import ellipe, ellipk

phi, gap, mass_ratio = 3.1, 9.0, 0.5
field_MVcm, thickness = 8.0, 10.0
breakdown_MVcm, eps_optical = 10.0, 2.1
F = field_MVcm / 10.0
mass = mass_ratio * const.m_e
# decay rate at a depth of 1 eV in the parabolic law, 1/nm
k1 = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9
kB = const.k / const.e
u = phi / gap


def kappa(depth, inv_gap, k_unit=k1):
    return k_unit * np.sqrt(np.maximum(depth * (1 - depth * inv_gap), 0.0))


def exponent(barrier, force, inv_gap, k_unit=k1):
    """Definition: twice the integral of kappa over position."""
    return 2 * quad(lambda x: kappa(barrier - force * x, inv_gap, k_unit),
                    0, barrier / force, epsabs=1e-11, epsrel=1e-11)[0]


def ratio_formula(v):
    a = np.arcsin(np.sqrt(v))
    return 1.5 * v**-1.5 * (a / 4 - np.sin(4 * a) / 16)


# --- two-band Hamiltonian: edge mass and evanescent branch ---
P = np.sqrt(gap) / k1


def two_band(k):
    return np.array([[0, P * k], [P * k, -gap]], dtype=complex)


dk = 0.02
upper = [max(np.linalg.eigvals(two_band(k)).real) for k in (-dk, 0, dk)]
curvature = (upper[0] - 2 * upper[1] + upper[2]) / dk**2
assert abs(curvature * k1**2 / 2 - 1) < 1e-3
for depth in (0.5, 2.0, 3.1, 6.0):
    levels = np.linalg.eigvals(two_band(1j * kappa(depth, 1 / gap)))
    assert min(abs(levels + depth)) < 1e-8

# --- exponents from the definition against the closed forms ---
G_par = exponent(phi, F, 0.0)
G_franz = exponent(phi, F, 1 / gap)
R = G_franz / G_par
assert abs(G_par / (4 * k1 * phi**1.5 / (3 * F)) - 1) < 1e-8
assert abs(R - ratio_formula(u)) < 1e-8
assert 0.105 < 1 - R < 0.115
for other_field in (0.5, 1.0):
    other = (exponent(phi, other_field, 1 / gap)
             / exponent(phi, other_field, 0.0))
    assert abs(other - R) < 1e-8

# --- small-u series: next coefficient and remainder bound ---
terms = [3 * u / 10, 3 * u**2 / 56, u**3 / 48]
bound = 15 / 1408 * u**4 / (1 - u)
remainder = 1 - sum(terms) - R
assert 0 < remainder < bound
w = 0.05
R_small = exponent(w * gap, F, 1 / gap) / exponent(w * gap, F, 0.0)
left = 1 - 3 * w / 10 - 3 * w**2 / 56 - w**3 / 48 - R_small
assert abs(left / w**4 / (15 / 1408) - 1) < 0.1

# --- constant mass that gives the Franz exponent ---
fit_mass = mass_ratio * R**2
k_fit = np.sqrt(2 * fit_mass * const.m_e * const.e) / const.hbar * 1e-9
assert abs(exponent(phi, F, 0.0, k_fit) / G_franz - 1) < 1e-8


# --- wave equation of the two-band model, without WKB ---
def log_transmission(band_gap, force, lead_depth=6.0):
    """Flat leads lie lead_depth below the electron energy."""
    coupling = np.sqrt(band_gap) / k1
    s = np.sqrt(lead_depth / (band_gap + lead_depth))

    def rhs(x, y):
        U = phi - force * x
        return [(band_gap - U) * y[1] / coupling, U * y[0] / coupling]

    end = (phi + lead_depth) / force
    sol = solve_ivp(rhs, (end, 0), np.array([1, 1j * s], dtype=complex),
                    method="DOP853", rtol=1e-9, atol=1e-12)
    assert sol.success
    incoming = (sol.y[0, -1] + sol.y[1, -1] / (1j * s)) / 2
    return -2 * np.log(abs(incoming))


def wave_slope(band_gap, f1=0.5, f2=0.8):
    """Minus the slope of ln T against 1/F, in MV/cm."""
    rise = log_transmission(band_gap, f2) - log_transmission(band_gap, f1)
    return 10 * rise / (1 / f1 - 1 / f2)


B_par, B_franz = G_par * field_MVcm, G_franz * field_MVcm
wave_par, wave_franz = wave_slope(1e5), wave_slope(gap)
assert abs(wave_par / B_par - 1) < 5e-3
assert abs(wave_franz / B_franz - 1) < 5e-3
assert abs(wave_franz / wave_par - R) < 5e-3

# --- current: double integral over total and transverse energy ---
nodes, weights = np.polynomial.legendre.leggauss(60)


def gauss(lo, hi):
    return lo + (hi - lo) * (nodes + 1) / 2, weights * (hi - lo) / 2


def current(inv_gap, T):
    """A/cm^2 from a metal-like cathode with Fermi level at zero."""
    e, we = gauss(-1.5, 0.0)
    if T > 0:
        e2, we2 = gauss(0.0, 1.5)
        e, we = np.concatenate([e, e2]), np.concatenate([we, we2])
        we = we / (1 + np.exp(e / (kB * T)))
    t, wt = gauss(0.0, 1.2)
    s, ws = gauss(0.0, 1.0)
    top = (phi - e)[:, None, None]
    tt = t[None, :, None]
    low = -2 * tt / (1 + np.sqrt(1 + 4 * inv_gap * tt))
    d = low + (top - low) * s**2
    k = k1 * np.sqrt(np.maximum(d * (1 - d * inv_gap) + tt, 0))
    G = 2 / F * np.sum(k * 2 * s * (top - low) * ws, axis=2)
    total = we @ np.exp(-G) @ wt
    scale = const.e * mass / (2 * np.pi**2 * const.hbar**3)
    return scale * const.e**2 * total * 1e-4


J = {(g, T): current(g, T) for g in (0.0, 1 / gap) for T in (0, 300, 400)}
prefactor = np.sqrt(u) / (np.sqrt(1 - u) * np.arcsin(np.sqrt(u)))
gain = np.exp(G_par - G_franz)
J_ratio = J[1 / gap, 0] / J[0.0, 0]
assert abs(J_ratio / gain / prefactor - 1) < 0.05
slope = {g: 2 * kappa(phi, g) / F for g in (0.0, 1 / gap)}
thermal = {}
for g in slope:
    for T in (300, 400):
        z = np.pi * slope[g] * kB * T
        assert z < np.pi
        thermal[g, T] = J[g, T] / J[g, 0]
        assert abs(thermal[g, T] / (z / np.sin(z)) - 1) < 0.05

# --- image force ---
C_image = const.e / (16 * np.pi * const.epsilon_0 * eps_optical) * 1e9
lowering = 2 * np.sqrt(F * C_image)


def image_exponent(inv_gap):
    root = np.sqrt(phi**2 - 4 * F * C_image)
    mid, half = phi / (2 * F), root / (2 * F)

    def integrand(angle):
        x = mid - half * np.cos(angle)
        depth = phi - F * x - C_image / x
        return kappa(depth, inv_gap) * half * np.sin(angle)
    return 2 * quad(integrand, 0, np.pi, epsabs=1e-10, epsrel=1e-10)[0]


Gi_par, Gi_franz = image_exponent(0.0), image_exponent(1 / gap)
y = lowering / phi
m_ell = (1 - y) / (1 + y)
v_image = np.sqrt(1 + y) * (ellipe(m_ell) - y * ellipk(m_ell))
assert abs(Gi_par / G_par - v_image) < 1e-6


# --- unequal band masses: interpolating dispersion ---
def kappa_unequal(depth, mv_over_mc):
    beta = 1 - 1 / np.sqrt(mv_over_mc)
    return kappa(depth, 1 / gap) / (1 - beta * depth / gap)


def reduction_unequal(mv_over_mc):
    area = quad(lambda d: kappa_unequal(d, mv_over_mc), 0, phi)[0]
    return 1 - 2 * area / F / G_par


for r in (1, 2, 4):
    tiny = 1e-5
    edge_mass = kappa_unequal(gap - tiny, r)**2 / (k1**2 * tiny)
    assert abs(edge_mass / r - 1) < 1e-3
assert abs(reduction_unequal(1) - (1 - R)) < 1e-7
assert abs(reduction_unequal(4)) < 0.1 * (1 - R)

exit_point = phi / F
assert exit_point < thickness and field_MVcm < breakdown_MVcm


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("barrier phi", phi, "eV", ".1f")
show("oxide gap Eg", gap, "eV", ".1f")
show("band-edge mass", mass_ratio, "m0", ".2f")
show("field", field_MVcm, "MV/cm", ".1f")
show("oxide thickness", thickness, "nm", ".1f")
show("u = phi/Eg", u)
show("arcsin(sqrt(u))", np.arcsin(np.sqrt(u)), "rad")
show("decay rate at 1 eV depth, parabolic", k1, "1/nm")
show("decay rate at phi, parabolic", kappa(phi, 0.0), "1/nm", ".3f")
show("decay rate at phi, Franz", kappa(phi, 1 / gap), "1/nm", ".3f")
show("exponent G, parabolic", G_par, "", ".3f")
show("exponent G, Franz", G_franz, "", ".3f")
show("ratio R", R, "", ".5f")
show("reduction of exponent", 100 * (1 - R), "percent", ".2f")
for order, term in enumerate(terms, 1):
    show(f"series term of order {order}", term, "", ".5f")
show("series remainder, actual", remainder, "", ".6f")
show("series remainder, bound", bound, "", ".6f")
show("G*F, parabolic", B_par, "MV/cm", ".1f")
show("G*F, Franz", B_franz, "MV/cm", ".1f")
show("wave-equation slope, parabolic", wave_par, "MV/cm", ".1f")
show("wave-equation slope, Franz", wave_franz, "MV/cm", ".1f")
show("wave-equation reduction", 100 * (1 - wave_franz / wave_par),
     "percent", ".2f")
show("equivalent constant mass", fit_mass, "m0", ".3f")
show("exp(G_par - G_Franz)", gain, "", ".1f")
show("prefactor ratio, formula", prefactor, "", ".3f")
show("prefactor ratio, integral", J_ratio / gain, "", ".3f")
show("current ratio at 0 K", J_ratio, "", ".1f")
for name, g in (("parabolic", 0.0), ("Franz", 1 / gap)):
    show(f"slope c, {name}", slope[g], "1/eV", ".2f")
    show(f"current at 300 K, {name}", J[g, 300], "A/cm2", ".2e")
    for T in (300, 400):
        show(f"J({T} K)/J(0 K), {name}", thermal[g, T], "", ".3f")
show("optical permittivity, rough", eps_optical, "", ".1f")
show("image-force lowering", lowering, "eV", ".3f")
show("G with image force, parabolic", Gi_par, "", ".3f")
show("G with image force, Franz", Gi_franz, "", ".3f")
show("reduction with image force", 100 * (1 - Gi_franz / Gi_par),
     "percent", ".2f")
for r in (2, 4):
    show(f"reduction if valence mass = {r} m",
         100 * reduction_unequal(r), "percent", ".2f")
for b in (phi - 0.1, phi + 0.1):
    Gb = exponent(b, F, 1 / gap)
    show(f"G Franz at phi = {b:.1f} eV", Gb, "", ".3f")
    show(f"reduction at phi = {b:.1f} eV",
         100 * (1 - Gb / exponent(b, F, 0.0)), "percent", ".2f")
show("tunnel exit point", exit_point, "nm", ".3f")
show("voltage across oxide", F * thickness, "V", ".1f")
show("breakdown field, rough", breakdown_MVcm, "MV/cm", ".0f")
show("field / breakdown field", field_MVcm / breakdown_MVcm, "", ".2f")
print("OK")
```

Running it gives:

```
barrier phi: 3.1 eV
oxide gap Eg: 9.0 eV
band-edge mass: 0.50 m0
field: 8.0 MV/cm
oxide thickness: 10.0 nm
u = phi/Eg: 0.3444
arcsin(sqrt(u)): 0.6272 rad
decay rate at 1 eV depth, parabolic: 3.6226 1/nm
decay rate at phi, parabolic: 6.378 1/nm
decay rate at phi, Franz: 5.164 1/nm
exponent G, parabolic: 32.955
exponent G, Franz: 29.305
ratio R: 0.88927
reduction of exponent: 11.07 percent
series term of order 1: 0.10333
series term of order 2: 0.00636
series term of order 3: 0.00085
series remainder, actual: 0.000190
series remainder, bound: 0.000229
G*F, parabolic: 263.6 MV/cm
G*F, Franz: 234.4 MV/cm
wave-equation slope, parabolic: 263.7 MV/cm
wave-equation slope, Franz: 234.5 MV/cm
wave-equation reduction: 11.08 percent
equivalent constant mass: 0.395 m0
exp(G_par - G_Franz): 38.4
prefactor ratio, formula: 1.156
prefactor ratio, integral: 1.163
current ratio at 0 K: 44.7
slope c, parabolic: 15.95 1/eV
current at 300 K, parabolic: 2.04e-07 A/cm2
J(300 K)/J(0 K), parabolic: 1.355
J(400 K)/J(0 K), parabolic: 1.760
slope c, Franz: 12.91 1/eV
current at 300 K, Franz: 8.20e-06 A/cm2
J(300 K)/J(0 K), Franz: 1.217
J(400 K)/J(0 K), Franz: 1.434
optical permittivity, rough: 2.1
image-force lowering: 0.741 eV
G with image force, parabolic: 30.117
G with image force, Franz: 27.287
reduction with image force: 9.40 percent
reduction if valence mass = 2 m: 5.42 percent
reduction if valence mass = 4 m: 0.86 percent
G Franz at phi = 3.0 eV: 28.019
reduction at phi = 3.0 eV: 10.69 percent
G Franz at phi = 3.2 eV: 30.601
reduction at phi = 3.2 eV: 11.46 percent
tunnel exit point: 3.875 nm
voltage across oxide: 8.0 V
breakdown field, rough: 10 MV/cm
field / breakdown field: 0.80
OK
```
